# Square-lattice Landau levels near the band bottom, to second order in flux: test program

```python
"""
Landau levels of the square lattice near the band bottom.
Result under test, for small gamma*(2n+1):
  E_n/t = -4 + gamma*(2n+1) - gamma^2*(1 + (2n+1)^2)/16 + O(gamma^3)
t: hopping energy (hopping amplitude is -t); n = 0, 1, 2, ...: Landau index;
gamma = 2*pi*flux, flux = e*B*a^2/h per cell of side a.
Energies are in units of t unless a label says otherwise.
The reference is diagonalization of the Harper matrix at rational flux p/q.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


def harper_levels(p, q, theta=0.0, k=0.0):
    """Sorted Harper energies; theta is the Bloch phase across q sites."""
    sites = np.arange(q)
    h = np.diag(-2 * np.cos(2 * np.pi * p * sites / q + k)).astype(complex)
    for m in range(q - 1):
        h[m, m + 1] = h[m + 1, m] = -1.0
    h[0, q - 1] += -np.exp(-1j * theta)
    h[q - 1, 0] += -np.exp(1j * theta)
    return np.linalg.eigvalsh(h)


def level_formula(n, gamma):
    odd = 2 * n + 1
    return -4 + gamma * odd - gamma**2 * (1 + odd**2) / 16


def cubic_coefficient(n):
    return (n**3 + (n + 1)**3) / 192


def orbit_area(energy):
    """Zero-field area enclosed by the contour -2(cos kx + cos ky) = energy."""
    c = -energy / 2
    kmax = np.arccos(c - 1)

    def integrand(angle):
        kx = kmax * np.sin(angle)
        ky = np.arccos(np.clip(c - np.cos(kx), -1, 1))
        return ky * kmax * np.cos(angle)

    return 4 * quad(integrand, 0, np.pi / 2, epsabs=1e-12, epsrel=1e-11)[0]


# --- Two-dimensional lattice with Peierls phases against Harper spectra ---
q_torus, ly = 12, 5
g_torus = 2 * np.pi / q_torus
h2d = np.zeros((q_torus * ly, q_torus * ly), complex)


def site(m, l):
    return (m % q_torus) * ly + l % ly


for m in range(q_torus):
    for l in range(ly):
        h2d[site(m + 1, l), site(m, l)] = -1
        h2d[site(m, l), site(m + 1, l)] = -1
        h2d[site(m, l + 1), site(m, l)] = -np.exp(-1j * g_torus * m)
        h2d[site(m, l), site(m, l + 1)] = -np.exp(1j * g_torus * m)
for m in range(q_torus):
    corners = [site(m, 0), site(m + 1, 0), site(m + 1, 1), site(m, 1)]
    loop = 1.0
    for i in range(4):
        loop = loop * h2d[corners[(i + 1) % 4], corners[i]]
    assert abs(abs(np.angle(loop)) - g_torus) < 1e-12
union = np.sort(np.concatenate(
    [harper_levels(1, q_torus, 0.0, 2 * np.pi * j / ly) for j in range(ly)]))
torus_difference = np.max(np.abs(np.linalg.eigvalsh(h2d) - union))
assert torus_difference < 1e-11

# --- Oscillator matrices: moments, selection rule, cubic coefficient ---
dim, n_max = 40, 4
lower = np.diag(np.sqrt(np.arange(1, dim)), 1)
x = (lower + lower.T) / np.sqrt(2)
p_op = (lower - lower.T) / (1j * np.sqrt(2))
x4 = np.linalg.matrix_power(x, 4)
p4 = np.linalg.matrix_power(p_op, 4).real
quartic = x4 + p4
sextic = (np.linalg.matrix_power(x, 6)
          + np.linalg.matrix_power(p_op, 6).real)
cubic_from_sums = []
for n in range(n_max + 1):
    moment = 0.75 * (2 * n**2 + 2 * n + 1)
    assert abs(x4[n, n] - moment) < 1e-10
    assert abs(p4[n, n] - moment) < 1e-10
    assert abs(x4[n + 2, n]) > 0.1 and abs(quartic[n + 2, n]) < 1e-10
    assert abs(quartic[n + 4, n]) > 0.1
    second = sum((quartic[j, n] / 12)**2 / (2 * (n - j))
                 for j in range(n + 8) if j != n)
    cubic_from_sums.append(sextic[n, n] / 360 + second)
    assert abs(cubic_from_sums[n] - cubic_coefficient(n)) < 1e-10

# --- Remainder and Onsager correction from Harper levels as gamma -> 0 ---
remainder, onsager = {}, {}
for q in (100, 200):
    g = 2 * np.pi / q
    levels = harper_levels(1, q)
    remainder[q] = np.array([(levels[n] - level_formula(n, g)) / g**3
                             for n in range(n_max + 1)])
    onsager[q] = np.array([(g * (2 * n + 1) - orbit_area(levels[n]) / np.pi)
                           / g**2 for n in range(n_max + 1)])
cubic_limit = 2 * remainder[200] - remainder[100]
onsager_limit = 2 * onsager[200] - onsager[100]
for n in range(n_max + 1):
    assert abs(cubic_limit[n] / cubic_coefficient(n) - 1) < 0.01
    assert abs(onsager_limit[n] - 1 / 16) < 5e-4

# Classical energy-area relation, leading correction, from quadrature
area_energy = 0.02
j_area = orbit_area(-4 + area_energy) / np.pi
area_coefficient = (j_area - area_energy) / j_area**2
assert abs(area_coefficient - 1 / 16) < 2e-4

# --- Flux 2/101: two subbands per Landau level ---
g_two = 2 * np.pi * 2 / 101
levels_two = harper_levels(2, 101, 0.7, 0.01)
pair_splitting = 0.0
for n in range(4):
    pair = levels_two[2 * n:2 * n + 2]
    pair_splitting = max(pair_splitting, pair[1] - pair[0])
    predicted = cubic_coefficient(n) * g_two**3
    for value in pair:
        assert abs((value - level_formula(n, g_two)) / predicted - 1) < 0.15
assert pair_splitting < 1e-10

# --- Exponential narrowing of the lowest level ---
q_width = (8, 12, 16)
widths = [abs(harper_levels(1, q, np.pi, np.pi / q)[0]
              - harper_levels(1, q)[0]) for q in q_width]
drops = [np.log(widths[i] / widths[i + 1]) for i in range(2)]
assert drops[0] > 3 and abs(drops[1] / drops[0] - 1) < 0.1

# --- Worked example ---
t_mev, a_nm, q_ex = 1.0, 10.0, 50
t_joule, a = t_mev * 1e-3 * const.e, a_nm * 1e-9
field = const.h / (const.e * a**2 * q_ex)
gamma = 2 * np.pi / q_ex
step = 1e-3
curvature = 2 * (2 - 2 * np.cos(step)) / step**2
mass = const.hbar**2 / (t_joule * a**2 * curvature)
cyclotron = const.hbar * const.e * field / mass / t_joule
assert abs(cyclotron / (2 * gamma) - 1) < 1e-5
exact = harper_levels(1, q_ex)
shifted = harper_levels(1, q_ex, np.pi, np.pi / q_ex)
spread = np.max(np.abs(exact - shifted)[:n_max + 1])
assert spread < 1e-10

print(f"hopping t = {t_mev:.1f} meV, lattice spacing a = {a_nm:.1f} nm")
print(f"flux per cell = 1/{q_ex} = {1 / q_ex:.4f} h/e")
print(f"magnetic field B = {field:.4f} T")
print(f"gamma = {gamma:.6f} (dimensionless)")
print(f"effective mass = {mass / const.m_e:.4f} electron masses")
print(f"cyclotron energy = {cyclotron:.6f} t = {cyclotron * t_mev:.6f} meV")
print("Energies in units of t at this flux:")
print("n  Harper  linear formula  full formula  error  predicted error")
print("(error = Harper - full formula; prediction = c3*gamma^3)")
for n in range(n_max + 1):
    linear = -4 + gamma * (2 * n + 1)
    full = level_formula(n, gamma)
    error = exact[n] - full
    predicted = cubic_coefficient(n) * gamma**3
    assert abs(error / predicted - 1) < 0.2
    assert abs(error) < 0.1 * abs(exact[n] - linear)
    print(f"{n}  {exact[n]:.7f}  {linear:.7f}  {full:.7f}"
          f"  {error:.3e}  {predicted:.3e}")
print(f"lowest level, Harper = {exact[0] * t_mev:.7f} meV")
print(f"lowest level, full formula = "
      f"{level_formula(0, gamma) * t_mev:.7f} meV")
print("bound tested on change of levels with Bloch phases: 1e-10 t")
print("Cubic coefficient c3 (dimensionless):")
print("n  oscillator sums  extrapolated Harper")
for n in range(n_max + 1):
    print(f"{n}  {cubic_from_sums[n]:.6f}  {cubic_limit[n]:.6f}")
print("[gamma(2n+1) - S/pi]/gamma^2, extrapolated (dimensionless):")
for n in range(n_max + 1):
    print(f"n = {n}: {onsager_limit[n]:.6f}")
print(f"value of 1/16 = {1 / 16:.6f}")
print(f"classical area coefficient from quadrature = {area_coefficient:.5f}")
print("Width of lowest level in units of t:")
for q, width in zip(q_width, widths):
    print(f"flux 1/{q}: {width:.3e}")
print(f"flux 2/101: gamma = {g_two:.6f}, two subbands per level")
print("bound tested on their splitting for n = 0 to 3: 1e-10 t")
print("bound tested on torus minus Harper energies: 1e-11 t")
print("all assertions hold")
```

Running it gives:

```
hopping t = 1.0 meV, lattice spacing a = 10.0 nm
flux per cell = 1/50 = 0.0200 h/e
magnetic field B = 0.8271 T
gamma = 0.125664 (dimensionless)
effective mass = 0.3810 electron masses
cyclotron energy = 0.251327 t = 0.251327 meV
Energies in units of t at this flux:
n  Harper  linear formula  full formula  error  predicted error
(error = Harper - full formula; prediction = c3*gamma^3)
0  -3.8763002  -3.8743363  -3.8763102  1.000e-05  1.034e-05
1  -3.6327882  -3.6230089  -3.6328785  9.031e-05  9.302e-05
2  -3.3969923  -3.3716815  -3.3973424  3.501e-04  3.617e-04
3  -3.1687971  -3.1203541  -3.1697021  9.050e-04  9.405e-04
4  -2.9480916  -2.8690266  -2.9499574  1.866e-03  1.953e-03
lowest level, Harper = -3.8763002 meV
lowest level, full formula = -3.8763102 meV
bound tested on change of levels with Bloch phases: 1e-10 t
Cubic coefficient c3 (dimensionless):
n  oscillator sums  extrapolated Harper
0  0.005208  0.005209
1  0.046875  0.046882
2  0.182292  0.182327
3  0.473958  0.474085
4  0.984375  0.984740
[gamma(2n+1) - S/pi]/gamma^2, extrapolated (dimensionless):
n = 0: 0.062497
n = 1: 0.062481
n = 2: 0.062446
n = 3: 0.062391
n = 4: 0.062313
value of 1/16 = 0.062500
classical area coefficient from quadrature = 0.06247
Width of lowest level in units of t:
flux 1/8: 1.709e-03
flux 1/12: 1.389e-05
flux 1/16: 1.164e-07
flux 2/101: gamma = 0.124420, two subbands per level
bound tested on their splitting for n = 0 to 3: 1e-10 t
bound tested on torus minus Harper energies: 1e-11 t
all assertions hold
```
